\section*{Step speed from surface diffusion between equidistant absorbing steps, part 2}

How fast do the steps on a crystal surface move when atoms arrive from the vapour? Straight, parallel steps, one atomic layer high, separate flat terraces of width $L$. Adatoms, with density $n$ per area, are taken as dilute and independent, and no islands form. Lengths are in nanometres and times in seconds.

With $x$ perpendicular to the steps, the diffusion current towards increasing $x$ is $-D\,dn/dx$, and the atom balance is
\begin{equation}
\frac{\partial n}{\partial t}=D\,\frac{\partial^2 n}{\partial x^2}-\frac{n}{\tau}+F .
\label{balance}
\end{equation}
The net flux into one side of a step is $k(n-n_{\rm eq})$, where $k$ is the attachment coefficient and $n_{\rm eq}$ the density at which capture and release balance. Perfect absorption is the limit of large $k$, which gives $n=n_{\rm eq}$ at the steps. For fixed, equidistant steps of this kind, with $x=0$ at the terrace centre, the steady excess density $u=n-n_{\rm eq}$ is
\begin{equation}
u(x)=G\tau\left[1-\frac{\cosh(x/x_s)}{\cosh\lambda}\right].
\label{profile}
\end{equation}
Both neighbouring terraces feed a step, whose speed $v$ is positive when it advances over its lower terrace:
\begin{equation}
\frac{v}{\Omega}=2Gx_s\tanh\lambda,
\qquad
v=2\Omega Gx_s\tanh\frac{L}{2x_s}.
\label{speed}
\end{equation}
The narrow-terrace law is $v\approx\Omega GL$, and the wide-terrace law is $v\approx2\Omega Gx_s$.

An adatom at $x$ reaches a step before desorbing with probability $c(x)=\cosh(x/x_s)/\cosh\lambda$. The mean over a terrace is $\bar c=\tanh\lambda/\lambda$. A random walk at $\lambda=1$ tested both the mean and the value at the centre.

The numerical example uses model parameters that describe no particular material: $D=10^7\,\mathrm{nm^2/s}$, $\tau=10^{-3}\,\mathrm{s}$, $\Omega=0.10\,\mathrm{nm^2}$, $n_{\rm eq}=10^{-3}\,\mathrm{nm^{-2}}$, $F=1.20\,\mathrm{nm^{-2}\,s^{-1}}$ and $L=200\,\mathrm{nm}$. Hence $\lambda=1$ and $\tanh\lambda=0.7616$.

\section{Moving steps and imperfect absorption}

\textbf{Q.} I have further objections, and they concern your assumptions. Which symbols and results do you carry over?

\textbf{A.} Adatoms arrive with flux $F$, diffuse with coefficient $D$ and desorb after a mean time $\tau$. The diffusion length is $x_s=\sqrt{D\tau}$, the terrace width is $L$, and $\lambda=L/(2x_s)$. The density is $n=n_{\rm eq}+u$, with $u=0$ at perfectly absorbing steps. The driving flux is $G=F-n_{\rm eq}/\tau$, and $\Omega$ is the crystal area per atom. With the steps treated as fixed while the density settles, each edge of a terrace receives $Gx_s\tanh\lambda$, and
\begin{equation}
v_0=2\Omega Gx_s\tanh\lambda .
\label{static}
\end{equation}
I now write $v_0$ for this static result, to distinguish it from the speed $v$ found when an assumption is relaxed. The numerical example has $x_s=100$ nm, $L=200$ nm, $G=0.20\,\mathrm{nm^{-2}\,s^{-1}}$ and $v_0=3.046$ nm/s.

\textbf{Q.} Begin with the word equidistant. Does the result need it?

\textbf{A.} In its exact form, with the factor 2 and a single tangent, it does. The flux to an edge was found for one terrace at a time and depends on that terrace's width alone. A step between an upper terrace of width $L_-$ and a lower terrace of width $L_+$ therefore has the speed
\begin{equation}
v=\Omega Gx_s\left[\tanh\frac{L_-}{2x_s}+\tanh\frac{L_+}{2x_s}\right].
\label{unequal}
\end{equation}
For widths of 300 and 100 nm this gives 2.735 nm/s, compared with 3.046 nm/s for two terraces of 200 nm. The total width is the same, but the unequal pair feeds the step less. The reason is that the second derivative of $\tanh z$, which is $-2\tanh z/\cosh^2z$, is negative for $z>0$. The average of two different values of the tangent is then below the tangent of the average width.

\textbf{Q.} If the spacing starts out equal, does it stay equal? And does the crystal repair small irregularities?

\textbf{A.} Equal widths give equal speeds by \eqref{unequal}, so the spacing persists. Repair is another matter. Number the terraces in the downhill direction, which is also the direction of positive $v$, and write $f(L)=\Omega Gx_s\tanh[L/(2x_s)]$. The width $L_j$ grows at the speed of the step at its downhill end minus that of the step at its uphill end:
\begin{equation}
\frac{dL_j}{dt}=[f(L_j)+f(L_{j+1})]-[f(L_{j-1})+f(L_j)]
=f(L_{j+1})-f(L_{j-1}).
\end{equation}
For small deviations, $L_j=L+\epsilon_j$, the linear equation is $\dot\epsilon_j=f'(L)(\epsilon_{j+1}-\epsilon_{j-1})$. In a periodic train of steps this gives
\begin{equation}
\frac{d}{dt}\sum_j\epsilon_j^2
=2f'(L)\sum_j(\epsilon_j\epsilon_{j+1}-\epsilon_j\epsilon_{j-1})=0,
\end{equation}
because shifting the index by one turns the second sum into the first. To linear order, and with the edge fluxes calculated for fixed steps, the total squared irregularity neither decays nor grows. In this approximation equal spacing is an assumption about the surface; the model does not produce it.

\textbf{Q.} Now the objection I postponed. You solved for the density between fixed steps and then used the answer to make the steps move. Is that not inconsistent?

\textbf{A.} It is an approximation, and its error can be calculated. Let all steps move in the direction of increasing $x$ at speed $v$, which is downhill. Use the co-moving coordinate $\xi=x-vt$. A steady pattern has $n(x,t)=n(\xi)$, so the time derivative at fixed $x$ is $-v\,dn/d\xi$. The time-dependent atom balance then reads
\begin{equation}
-v n'=Dn''-\frac n\tau+F,
\end{equation}
where the prime now denotes $d/d\xi$. Moving the left side across and inserting $n=n_{\rm eq}+u$ gives
\begin{equation}
Du''+vu'-\frac u\tau+G=0,\qquad u(0)=u(L)=0.
\label{moving}
\end{equation}
Here one step is at $\xi=0$ and the next one downhill is at $\xi=L$.

\textbf{Q.} The step also sweeps up adatoms as it advances. Should these not be added to the diffusion flux?

\textbf{A.} They must be counted on both sides. Relative to the moving step, the current is $-Dn'-vn$. From the upper side, at $\xi=0^-$, the step receives $-Dn'(0^-)-vn_{\rm eq}$. From the lower side, at $\xi=0^+$, it receives the negative of the relative current, $Dn'(0^+)+vn_{\rm eq}$. The sweeping terms cancel because both sides have the same density. The terraces are identical, so $n'(0^-)=n'(L^-)$. Since $n'=u'$, the speed obeys
\begin{equation}
\frac v\Omega=D\,[u'(0^+)-u'(L^-)].
\label{stepbalance}
\end{equation}

\textbf{Q.} So the motion enters through the shape of the density alone. How large is that effect?

\textbf{A.} Write $u=G\tau(1-h)$ and $s=\xi/x_s$, and define
\begin{equation}
p=\frac{vx_s}{2D},\qquad q=\sqrt{1+p^2},\qquad \ell=\frac L{x_s}=2\lambda .
\end{equation}
Insertion into \eqref{moving} gives $-G\tau(Dh''+vh')-G(1-h)+G=0$. The constants $G$ cancel. Dividing by $-G$ and changing to the variable $s$, with $D\tau=x_s^2$ and $v\tau/x_s=vx_s/D=2p$, leaves
\begin{equation}
h_{ss}+2p\,h_s-h=0,\qquad h(0)=h(\ell)=1.
\end{equation}
The trial function $e^{rs}$ requires $r^2+2pr-1=0$, hence $r=-p\pm q$. The condition at $s=0$ fixes the coefficient of the hyperbolic cosine in
\begin{equation}
h=e^{-ps}\,[\cosh qs+\beta\sinh qs],
\end{equation}
and the condition at $s=\ell$ gives
\begin{equation}
\beta=\frac{e^{p\ell}-\cosh q\ell}{\sinh q\ell}.
\end{equation}
The slopes at the two ends are
\begin{align}
h_s(0)&=-p+q\beta=-p+q\,\frac{e^{p\ell}-\cosh q\ell}{\sinh q\ell},\\
h_s(\ell)&=-p+qe^{-p\ell}\,[\sinh q\ell+\beta\cosh q\ell]\nonumber\\
&=-p+q\,\frac{\cosh q\ell-e^{-p\ell}}{\sinh q\ell}.
\end{align}
The last line uses $\sinh^2q\ell-\cosh^2q\ell=-1$. In the difference of the slopes, $-p$ cancels and the two exponentials combine into $-2\cosh p\ell$. Since $u'=-(G\tau/x_s)h_s$, equation \eqref{stepbalance} becomes
\begin{equation}
v=2\Omega Gx_s\,q\,\frac{\cosh q\ell-\cosh p\ell}{\sinh q\ell}.
\label{implicit}
\end{equation}
This is an implicit equation, because $p$ and $q$ contain $v$. For $p=0$ we have $q=1$, and the fraction is $(\cosh2\lambda-1)/\sinh2\lambda=2\sinh^2\lambda/(2\sinh\lambda\cosh\lambda)=\tanh\lambda$. The static result is recovered.

\textbf{Q.} An implicit equation does not tell me when I may ignore the motion. What is the small parameter?

\textbf{A.} Insert the static speed into $p$:
\begin{equation}
p\approx\frac{v_0x_s}{2D}=\frac{\Omega Gx_s^2}{D}\tanh\lambda
=\theta\tanh\lambda,\qquad \theta=\Omega G\tau .
\end{equation}
The number $\theta$ is the excess adatom coverage, as a fraction of a layer, that a terrace without steps would reach. The right side of \eqref{implicit} does not change when $p$ changes sign, so the correction to the speed of equally spaced steps begins with $p^2$. To find it, write
\begin{equation}
q\,\frac{\cosh q\ell-\cosh p\ell}{\sinh q\ell}
=q\tanh q\lambda-q\,\frac{\cosh p\ell-1}{\sinh q\ell},
\end{equation}
where the half-angle identity was used with $\ell=2\lambda$. To order $p^2$, $q\approx1+p^2/2$ and $\cosh p\ell-1\approx p^2\ell^2/2=2\lambda^2p^2$. The expression is therefore
\begin{equation}
\tanh\lambda+\frac{p^2}{2}\left[\tanh\lambda+\frac{\lambda}{\cosh^2\lambda}\right]
-\frac{2\lambda^2p^2}{\sinh2\lambda}.
\end{equation}
Divide by $\tanh\lambda$, use $1/(\cosh^2\lambda\tanh\lambda)=2/\sinh2\lambda$, and insert $p^2=\theta^2\tanh^2\lambda$. The relative change of speed is, to leading order in $\theta$,
\begin{equation}
\frac{v-v_0}{v_0}\approx\theta^2\tanh^2\lambda
\left[\frac12+\frac{\lambda}{\sinh2\lambda}
-\frac{2\lambda^2}{\sinh2\lambda\,\tanh\lambda}\right].
\label{correction}
\end{equation}
For wide terraces this tends to $\theta^2/2$. For narrow ones the bracket tends to $\tfrac12+\tfrac12-1=0$: nearly every atom is caught there in any case, so a change in the shape of the density hardly matters. This estimate concerns the speed of equally spaced steps. The single edge fluxes change already at first order: the two slopes above give $Gx_s[\tanh\lambda\pm p(1-\ell/\sinh\ell)]$, with the upper sign for the terrace ahead of a step and the lower sign for the terrace behind it. These terms cancel only for equal widths, so \eqref{unequal} and the neutral behaviour of small irregularities are modified at first order in $p$, which \eqref{correction} does not show. It does not tell how the motion affects small differences in spacing over the growth of many layers.

\textbf{Q.} And in your example?

\textbf{A.} There $\theta=0.10\times0.20\times10^{-3}=2.0\times10^{-5}$, and \eqref{correction} gives a relative change of $1.2\times10^{-11}$. To make the effect visible, the moving-step problem was also solved numerically at $\theta=0.30$. The speed rose by $2.675\times10^{-3}$ relative to the static value, in agreement with \eqref{implicit}. That value of $\theta$ tests the mathematics; at so high a coverage the assumption of dilute, independent adatoms would be doubtful.

\textbf{Q.} You still assume that the density has become steady. What if the deposition has just been switched on?

\textbf{A.} Then \eqref{static} must wait for the transient to decay. Between fixed steps, the difference $w$ between the density and its steady form obeys $\partial w/\partial t=Dw''-w/\tau$ and vanishes at the edges. It is a sum of sine waves with wave numbers $m\pi/L$, $m=1,2,\ldots$, and each decays at the rate $1/\tau+D(m\pi/L)^2$. All these rates exceed $1/\tau$. In the example $\tau$ is 1 ms, and a step moving at 3.046 nm/s covers about 0.003 nm in that time. The density settles long before the step has moved by an atomic distance.

\textbf{Q.} My next doubt concerns perfect absorption. Suppose that an atom at a step needs time to attach. When does your formula fail?

\textbf{A.} Return to fixed steps and keep the attachment coefficient $k$ finite, with the same value on both sides of a step. The flux into an edge is then $k u$ at that edge. Equal conditions at the two edges again give a density symmetric about the terrace centre,
\begin{equation}
u=G\tau\left[1-\alpha\cosh\frac{x}{x_s}\right],
\end{equation}
where $\alpha$ is to be found. At $x=L/2$, the diffusion flux equals the attachment flux:
\begin{equation}
\frac{DG\tau}{x_s}\,\alpha\sinh\lambda=kG\tau\,(1-\alpha\cosh\lambda).
\end{equation}
Divide by $kG\tau$ and set $b=D/(kx_s)$. Then $b\,\alpha\sinh\lambda=1-\alpha\cosh\lambda$, so
\begin{equation}
\alpha=\frac1{\cosh\lambda+b\sinh\lambda}.
\end{equation}
The flux into one edge is $Gx_s\alpha\sinh\lambda$. Two such fluxes feed each step, and division of numerator and denominator by $\cosh\lambda$ gives
\begin{equation}
v=\frac{2\Omega Gx_s\tanh\lambda}{1+b\tanh\lambda}
=\frac{v_0}{1+b\tanh\lambda}.
\label{attachment}
\end{equation}
Perfect absorption is a good approximation when $b\tanh\lambda\ll1$. With $k=10^6$ nm/s in the example, $b=10^7/(10^6\times100)=0.10$, and
\begin{equation}
v=\frac{3.046}{1+0.10\times0.7616}\ \mathrm{nm/s}=2.831\ \mathrm{nm/s},
\end{equation}
which is 7\% below the static result for perfect absorption. Here slow attachment matters far more than the motion of the steps.

\textbf{Q.} What remains if attachment is very slow?

\textbf{A.} For $b\tanh\lambda\gg1$ the tangent cancels from \eqref{attachment}, leaving $v\approx2\Omega Gx_s/b=2\Omega Gk\tau$. The excess density is then nearly $G\tau$ over the whole terrace, and each side of a step takes up $kG\tau$. The speed no longer depends on the terrace width, so the law we started from has failed. If the two sides of a step have different attachment coefficients, the symmetric solution used here does not apply either, and the edge fluxes must be found separately.

\textbf{Q.} You also excluded islands. Does your density tell me whether that is safe?

\textbf{A.} It tells you where the danger is greatest, but it does not settle the matter. In the example the density at the terrace centre is $1.070\times10^{-3}\,\mathrm{nm^{-2}}$, which is 7\% above $n_{\rm eq}$. On a very wide terrace the central density approaches $n_{\rm eq}+G\tau=F\tau$, here 20\% above $n_{\rm eq}$. Whether islands form at such densities depends on how adatoms bind to one another, which this model leaves out. If islands do form, they take up adatoms that the present balance assigns to steps or vapour, and \eqref{static} no longer follows.

\textbf{Q.} Last, I switch off the vapour. Does the formula for growth still mean anything?

\textbf{A.} It does, because no step of the derivation required $G$ to be positive. With $F=0$ and the other parameters unchanged, $G=-n_{\rm eq}/\tau=-1.00\,\mathrm{nm^{-2}\,s^{-1}}$, and
\begin{equation}
v_0=2\times0.10\times(-1.00)\times100\times0.7616\ \mathrm{nm/s}
=-15.23\ \mathrm{nm/s}.
\end{equation}
The steps retreat. They release atoms onto the terraces, from which some desorb before they can return to a step. The density is now $n_{\rm eq}\cosh(x/x_s)/\cosh\lambda$: it is positive everywhere and lowest at the centre, so diffusion carries atoms away from the steps. A numerical solution of the original density equation gives the same speed, as the numerical output below shows.

\section*{Computed values}
\begin{verbatim}
diffusion coefficient D = 1.0e+07 nm^2/s
time before desorption tau = 1.0e-03 s
area per atom Omega = 0.10 nm^2
equilibrium density n_eq = 1.0e-03 nm^-2
incoming flux F = 1.20 nm^-2 s^-1
equilibrium flux n_eq/tau = 1.00 nm^-2 s^-1
net driving flux G = 0.20 nm^-2 s^-1
diffusion length xs = 100.0 nm
terrace width L = 200.0 nm
lam = L/(2 xs) = 1.000 (no unit)
tanh(lam) = 0.76159 (no unit)
mid-terrace density, formula = 1.070389e-03 nm^-2
mid-terrace density, numerical = 1.070389e-03 nm^-2
flux into one step side = 15.2319 nm^-1 s^-1
step speed v, formula = 3.04638 nm/s
step speed v, numerical = 3.04638 nm/s
net growth rate v/L = 0.015232 layers/s
upper limit of growth rate Omega G = 0.0200 layers/s
upper limit of speed 2 Omega G xs = 4.0000 nm/s
width (nm), numerical v (nm/s), formula v (nm/s), v/(Omega G L)
      20  0.39867  0.39867  0.9967
     100  1.84847  1.84847  0.9242
     200  3.04638  3.04638  0.7616
     400  3.85610  3.85611  0.4820
    1000  3.99960  3.99964  0.2000
narrow law 1% too high at L/xs = 0.347 (no unit)
wide law 1% too high at L/xs = 5.303 (no unit)
unequal terraces: 300 nm and 100 nm
their step speed, formula = 2.73453 nm/s
their step speed, numerical = 2.73453 nm/s
speed without incoming flux, formula = -15.2319 nm/s
speed without incoming flux, numerical = -15.2319 nm/s
random walkers per test = 100000 (count)
lattice spacings across terrace = 40 (count)
mean capture, formula = 0.7616 (no unit)
mean capture, random walk = 0.7617 (no unit)
capture from centre, formula = 0.6481 (no unit)
capture from centre, random walk = 0.6472 (no unit)
theta = Omega G tau = 2.00e-05 (no unit)
moving-step relative change = 1.20e-11
large theta used as a test = 0.30 (no unit)
relative change there, numerical = 2.675e-03 (no unit)
relative change there, formula = 2.675e-03
attachment coefficient k = 1.0e+06 nm/s
D/(k xs) = 0.100 (no unit)
speed with finite k, formula = 2.83079 nm/s
speed with finite k, numerical = 2.83079 nm/s
\end{verbatim}
